# Variational harmonic stiffness of a classical quartic double well

## Dimensions and symmetry

A classical coordinate $x$ with mass $m$ moves in the double well

$$V(x)=-\frac a2x^2+\frac b4x^4,\qquad a>0,\quad b>0. \tag{1}$$

We want the harmonic oscillator of stiffness $K$ that best represents this well at temperature $T$. In a classical system with momentum-independent forces, position averages contain neither $m$ nor $\hbar$. The stiffness can therefore depend only on $a$ (energy/length²), $b$ (energy/length⁴) and $kT$ (energy). Their one independent dimensionless combination is $b\,kT/a^2$, so

$$K=a\,\phi\!\left(\frac{b\,kT}{a^2}\right). \tag{2}$$

If $a$ becomes irrelevant at high temperature, it must cancel from (2), which requires $K\propto\sqrt{b\,kT}$. Symmetry adds a second restriction. Since $V(-x)=V(x)$, the exact thermal distribution is even, and a trial oscillator that respects this is centred at $x=0$. We adopt that centre now and release it later.

The scales of the well follow from $V'(x)=-ax+bx^3$. The minima lie at $x_0^2=a/b$, and substitution in (1) gives $V(x_0)=-a^2/(2b)+a^2/(4b)$. The depth below the central maximum is thus

$$D=\frac{a^2}{4b},\qquad \frac{b\,kT}{a^2}=\frac{kT}{4D}. \tag{3}$$

At the centre the bare curvature is $V''(0)=-a$, which is negative and defines no stable oscillator.

## The variational bound

Let $V_0=Kx^2/2$ with $K>0$, and give the trial system the same mass. Define $Z=\int dx\,dp\,e^{-H/kT}/h$ and $F=-kT\ln Z$. The momentum integrals of the true and trial systems are equal and cancel in the ratio

$$\frac{Z}{Z_0}=\frac{\int e^{-V/kT}dx}{\int e^{-V_0/kT}dx}
=\left\langle e^{-(V-V_0)/kT}\right\rangle_0 , \tag{4}$$

where $\langle\cdots\rangle_0$ is an average over the trial distribution. The exponential is convex, so Jensen's inequality gives $\langle e^{-Y}\rangle_0\ge e^{-\langle Y\rangle_0}$. Taking $-kT\ln$ of (4) reverses the inequality:

$$F\le F_0+\langle V-V_0\rangle_0 . \tag{5}$$

This is the Gibbs-Bogoliubov bound. The best trial is the one with the lowest right-hand side.

The trial distribution is Gaussian with variance $s=kT/K$. Integration by parts gives $\langle x^4\rangle_0=s\langle 3x^2\rangle_0=3s^2$. Hence

$$\langle V\rangle_0=-\frac{as}{2}+\frac{3bs^2}{4},\qquad \langle V_0\rangle_0=\frac{Ks}{2}=\frac{kT}{2}. \tag{6}$$

The classical oscillator has $Z_0=kT/(\hbar\omega)$ with $\omega=\sqrt{K/m}=\sqrt{kT/(ms)}$. Its free energy is therefore

$$F_0=kT\ln\frac{\hbar\omega}{kT}=kT\ln\frac{\hbar}{\sqrt{m\,kT}}-\frac{kT}{2}\ln s . \tag{7}$$

With $C=kT\ln(\hbar/\sqrt{m\,kT})-kT/2$, which does not depend on $s$, the bound becomes

$$G(s)=C-\frac{kT}{2}\ln s-\frac{as}{2}+\frac{3bs^2}{4}. \tag{8}$$

The logarithm is the entropy gained by a broad distribution. The quartic term is the energy cost of breadth.

## The quadratic and its physical root

Setting the derivative of (8) to zero gives

$$-\frac{kT}{2s}-\frac a2+\frac{3bs}{2}=0
\quad\Longrightarrow\quad \frac{kT}{s}=-a+3bs . \tag{9}$$

The left side is $K$. On the right, $s=kT/K$. Multiplication by $K$ then yields

$$K^2+aK-3b\,kT=0, \tag{10}$$

$$K=\frac{-a+\sqrt{a^2+12b\,kT}}{2}
=\frac a2\left(\sqrt{1+\frac{3kT}{D}}-1\right). \tag{11}$$

The last form uses (3) and has the structure of (2). For every $T>0$ the square root in the bracket exceeds one, so $K>0$. The product of the two roots of (10) is $-3b\,kT<0$, so the other root is negative. It would give a Gaussian that cannot be normalised, and is rejected.

The positive root is the global minimum among centred trials, because

$$G''(s)=\frac{kT}{2s^2}+\frac{3b}{2}>0 \tag{12}$$

for all $s>0$, and a convex function has its minimum at its stationary point.

Equation (9) also says that $K=\langle -a+3bx^2\rangle_0=\langle V''\rangle_0$. The curvature $V''$ is negative for $x^2<a/(3b)$ and positive beyond. Since (9) with $K>0$ requires $s>a/(3b)$, the trial distribution is always wide enough for the positive curvature to outweigh the negative curvature around the centre.

The minimum value of the bound follows from (9) in the form $3bs^2=kT+as$:

$$G_{\min}=kT\ln\frac{\hbar\omega}{kT}-\frac{as}{2}+\frac{kT+as}{4}-\frac{kT}{2}
=kT\ln\frac{\hbar\omega}{kT}-\frac{kT+as}{4}. \tag{13}$$

## Comparison with the exact distribution

Let $\langle\cdots\rangle$ without subscript denote the exact classical average, and define $K_{\rm ex}=kT/\langle x^2\rangle$ and $\kappa=\langle x^4\rangle/\langle x^2\rangle^2$. Integrating $x\,\frac{d}{dx}e^{-V/kT}$ by parts gives $\langle xV'\rangle=kT$, or

$$kT=-a\langle x^2\rangle+\kappa b\langle x^2\rangle^2
\;\Longrightarrow\; K_{\rm ex}^2+aK_{\rm ex}-\kappa b\,kT=0 . \tag{14}$$

This is (10) with the Gaussian value 3 replaced by the true $\kappa$.

The true value is below 3. Let $p$ be the exact density, $g$ a Gaussian with the same variance $\sigma^2$, and $y=x^2$. Then

$$\ln\frac pg=\text{const}+\left(\frac{a}{2kT}+\frac{1}{2\sigma^2}\right)y-\frac{b}{4kT}y^2 , \tag{15}$$

a downward parabola in $y$, so $p-g$ changes sign at most twice for $y>0$. No sign change would contradict equal normalisation. A single change at $y_1$ would make $\int(y-y_1)(p-g)\,dx$ nonzero, contradicting equal norms and variances. There are therefore two changes, $y_1<y_2$, with $p>g$ between them and $p<g$ outside. The product $(y-y_1)(y-y_2)(p-g)$ is negative apart from isolated zeros, and its integral reduces to

$$\langle x^4\rangle-3\sigma^4<0 . \tag{16}$$

Hence $\kappa<3$. The positive root of (14) grows with $\kappa$, so $K>K_{\rm ex}$: the variational oscillator is too stiff and its distribution too narrow.

This difference matters when a harmonic surrogate is fitted to forces. Minimising the mean square of $V'-Kx$ over a fixed set of samples gives $K=\langle xV'\rangle/\langle x^2\rangle$ with averages over those samples. If they come from the trial Gaussian itself, the result is $(-as+3bs^2)/s$, which is condition (9). If they come from exact classical dynamics in equilibrium, $\langle xV'\rangle=kT$ and the fit returns $K_{\rm ex}$. The two procedures have different targets even with perfect forces.

## Low and high temperature

For $kT\ll D$, expansion of the square root in (11) gives

$$K\simeq\frac{3b\,kT}{a},\qquad s\simeq\frac{a}{3b}=\frac{x_0^2}{3}. \tag{17}$$

The stiffness vanishes linearly with $T$, but the width stays finite. The exact distribution gathers at $\pm x_0$, so $\langle x^2\rangle\to x_0^2$. A single centred Gaussian cannot occupy two separated wells without also occupying the barrier, and it compromises on a smaller width. Its energy from (6) is $-a^2/(6b)+a^2/(12b)=-a^2/(12b)$, whereas the exact energy tends to $-a^2/(4b)$. The entropy terms vanish as $T\to0$, so

$$G_{\min}-F\;\to\;\frac{a^2}{6b}=\frac{2D}{3}. \tag{18}$$

For $3kT\gg D$, (11) gives $K\simeq\sqrt{3b\,kT}$, as the dimensional argument required, and $s\simeq\sqrt{kT/(3b)}$. With $a$ neglected, the exact configuration integral is

$$\int e^{-bx^4/4kT}dx=2\,\Gamma(\tfrac54)\left(\frac{4kT}{b}\right)^{1/4}. \tag{19}$$

The configurational part of the bound is $-\tfrac12kT\ln(2\pi s)+\tfrac34bs^2-\tfrac12kT$. Since $3bs^2=kT$ here, the last two terms sum to $-kT/4$. Subtracting the exact value cancels the factors $(kT/b)^{1/4}$ and leaves

$$\frac{G_{\min}-F}{kT}\to\ln\!\left[2\sqrt2\,\Gamma(\tfrac54)\right]-\frac12\ln\frac{2\pi}{\sqrt3}-\frac14=0.047 . \tag{20}$$

The error is then a small fraction of $kT$, although it still grows in absolute terms.

## Releasing the centre

Let the trial oscillator be centred at $c$, so that $x=c+u$ with $\langle u^2\rangle_0=s$. Odd moments of $u$ vanish, and $\langle x^4\rangle_0=c^4+6c^2s+3s^2$. The bound is

$$G(c,s)=C-\frac{kT}{2}\ln s-\frac a2(c^2+s)+\frac b4(c^4+6c^2s+3s^2). \tag{21}$$

Its stationarity conditions are

$$c\,(-a+bc^2+3bs)=0,\qquad K=-a+3b(c^2+s). \tag{22}$$

The solution $c=0$ is the one found above. There $\partial^2G/\partial c^2=-a+3bs=K>0$ and the mixed derivative $3bc$ vanishes, so the centred solution is a local minimum at every $T>0$.

For $c\ne0$ we insert $bc^2=a-3bs$ into the second condition and obtain $K=2a-6bs$. With $s=kT/K$,

$$K^2-2aK+6b\,kT=0,\qquad K=a\pm\sqrt{a^2-6b\,kT}. \tag{23}$$

From $K=2a-6bs$ we also have $3bs=a-K/2$, hence $c^2=K/(2b)$. Both displaced solutions are real up to $kT=a^2/(6b)=2D/3$. To classify them we need

$$G_{cc}=2bc^2,\quad G_{cs}=3bc,\quad G_{ss}=\frac{K^2}{2kT}+\frac{3b}{2}. \tag{24}$$

The determinant is $(bc^2/kT)(K^2-6b\,kT)$. Replacing $6b\,kT$ by $2aK-K^2$ turns it into

$$G_{cc}G_{ss}-G_{cs}^2=\frac{2bc^2K(K-a)}{kT}. \tag{25}$$

The plus sign in (23) thus gives a minimum and the minus sign a saddle. Equating (21) on the two minima and solving numerically shows that they cross at $kT=0.491\,D$. Below this temperature the displaced trial gives the lower, and therefore better, upper bound on $F$; above it the centred trial does.

The jump of the best centre is an artefact of the single-Gaussian family. The exact $F$ is the logarithm of one positive, convergent integral that can be differentiated repeatedly in $T>0$, so one coordinate has no phase transition. Conversely, the positivity of (11) at all temperatures is a property of the centred trial for a single coordinate, and it cannot certify that a crystal's symmetric phase is stable. When cells are coupled in three dimensions, the centred stiffness of the ordering mode depends on the supercell size and can vanish at a finite temperature in the infinite crystal.

## A well with the scales of hafnia

Cubic hafnia, the high-symmetry form of a gate dielectric, has an unstable mode in which oxygen atoms shift along one axis. Round parameters in that regime are $D=80$ meV per formula unit and $x_0=0.025$ nm. Two oxygen atoms move by $x$ each, so $m=32$ u. From (3), $D=ax_0^2/4$, and therefore

$$a=\frac{4(0.080)}{(0.025)^2}=512\ \mathrm{eV/nm^2},\quad
b=\frac{a}{x_0^2}=8.19\times10^5\ \mathrm{eV/nm^4}. \tag{26}$$

At 300 K, $kT=25.85$ meV and $3kT/D=0.969$. Equation (11) gives

$$K=256\,(\sqrt{1.969}-1)=103\ \mathrm{eV/nm^2}, \tag{27}$$

or $\hbar\omega=11.6$ meV. The table adds a hot anneal and a temperature near melting, with the well parameters held fixed. Exact classical averages were obtained by numerical quadrature. Stiffnesses are in eV/nm², root-mean-square displacements in pm and free-energy errors in meV.

| $T$ (K) | $K$ | $K_{\rm ex}$ | $\sqrt s$ | $\sqrt{\langle x^2\rangle}$ | $G_{\min}-F$ |
|---|---|---|---|---|---|
| 300 | 103 | 46 | 15.8 | 23.6 | 32.0 |
| 1300 | 328 | 210 | 18.5 | 23.1 | 29.9 |
| 2800 | 555 | 398 | 20.8 | 24.6 | 37.7 |

The trial width is 33% below the exact classical width at 300 K and 15% below it at 2800 K. The free-energy error first falls from its zero-temperature limit $2D/3=53$ meV and later rises. At 2800 K it is $37.7/241.3=0.16$ of $kT$, still well above the limit (20).

The exact width dips slightly between 300 and 1300 K. The initial decrease follows from an expansion about $x_0$, where the force is $V'\simeq2au+3bx_0u^2$ with $u=x-x_0$. To leading order $\langle u^2\rangle=kT/(2a)$, and zero mean force requires $\langle u\rangle=-3bx_0kT/(4a^2)$. Then $\langle x^2\rangle=x_0^2+2x_0\langle u\rangle+\langle u^2\rangle=x_0^2-kT/a$: the softer inner side of each well draws the coordinate inward.

At 300 K the displaced minimum has $K=880$ eV/nm² and $c=23.2$ pm. Its bound is $-71.9$ meV, against $-59.2$ meV for the centred trial and $-91.2$ meV for the exact classical free energy. Most of the remaining 19.3 meV is $kT\ln2=17.9$ meV, because the displaced Gaussian counts one of two equivalent wells. The two bounds cross at 456 K, and the displaced solution ends at 619 K.

## What the real material changes

Quantum motion is a modest correction to these free energies. Numerical diagonalisation of the same well raises $F$ above its classical value by 1.7 meV at 300 K and 0.2 meV at 2800 K. The tunnel splitting of the lowest pair is 2.7 μeV, far below $kT$ at all three temperatures.

The cubic crystal also has three equivalent axes. As a rough measure, take an isotropic well in three components, with $x^2$ in (1) replaced by $r^2$. Then $\langle r^2\rangle_0=3s$ and $\langle r^4\rangle_0=3(3s^2)+6s^2=15s^2$. Minimising $-\tfrac32kT\ln s-\tfrac32as+\tfrac{15}{4}bs^2$ gives $K=-a+5bs$, so $3b$ becomes $5b$ in (10). At 1300 K this raises $K$ from 328 to 468 eV/nm². Real anisotropy would change that figure.

Coupling between cells has the largest qualitative effect. Suppose a share $\lambda$ of $a$ comes from neighbours. In mean field each cell has the well (1) with $a$ replaced by $(1-\lambda)a$, and feels a force $\lambda a\langle x\rangle$, with signs chosen to follow the ordering pattern. A small force $f$ produces $\langle x\rangle=f\langle x^2\rangle_\lambda/kT$, where the average is over the uncoupled cell. A spontaneous displacement can therefore start when

$$kT=\lambda a\langle x^2\rangle_\lambda . \tag{28}$$

Numerical solution gives 982 K for $\lambda=0.5$ and 1697 K for $\lambda=1$. In mean field the model with $\lambda=1$ is ordered at 1300 K, although the isolated-well formula gives a positive $K$ there. Mean field ignores correlations between cells and places the ordering too high. For nearest-neighbour coupling on a simple cubic lattice the $\lambda=1$ transition drops to roughly 1300 K, and a one-dimensional chain of such cells does not order at any $T>0$.

The chosen depth and displacement are rough, typical magnitudes for this instability. Bulk hafnia becomes cubic only at roughly 2800 K, above both mean-field estimates, and it is not cubic at device temperature. Of the effects estimated here, coupling between cells changes the picture most: it replaces a model with no transition by one that, in mean field, orders near 1000 to 1700 K for these two shares, and at lower temperatures once correlations are included. The estimate still omits strain, other modes and correlations between cells, so it does not predict the transition temperature. For a phase-stability calculation, the centred free energy must be compared with that of displaced structures, using forces that include the coupling. With Gaussian trials this comparison is a guide and not a proof: both values are upper bounds, and the order of two upper bounds need not be the order of the true free energies.
